Cubic crystal-field levels and their symmetry labels for J = 15/2, part 1

(Sections cited here and not found follow in the second part.)

**Lea–Leask–Wolf diagrams: diagonalization with symmetry labels for J = 15/2**

**1. Definitions and conventions**

J is the total angular momentum of a 4fⁿ ion in units of ħ, with J = 15/2 and X = J(J+1) = 255/4. The basis |M⟩, M = 15/2, …, −15/2, has 16 states, with J± = Jx ± iJy and

J₊|M⟩ = √((J−M)(J+M+1)) |M+1⟩.

The axes x, y, z are the fourfold axes of a cube. The model keeps this one multiplet and neglects the admixture of other J. This requires the crystal-field splitting to be small against the spin–orbit distance to the next multiplet. Gaussian units are used for the magnetic field, and energies in the example are given as E/k_B in kelvin.

A rotation by θ about the unit vector n is represented on spin ½ and on the multiplet by

u = cos(θ/2) − i sin(θ/2) n·σ,  D(u) = exp(−iθ n·J),  0 ≤ θ ≤ 2π.  (1)

The matrices u and −u give the same rotation of space, but D(−1) = exp(−2πiJz) = −1 for half-integer J. The group acting on the multiplet is therefore the double group G, the 48 matrices ±u over the 24 rotations of the cube. These rotations are the identity, six by π/2, eight by 2π/3, three by π about cube axes and six by π about face diagonals. Since −u has angle 2π−θ and axis −n, and since every twofold axis is reversed by some rotation of the cube (which makes u and −u conjugate at θ = π), there are eight classes. The trace of D is a geometric sum,

χ^J(θ) = Σ_M exp(−iMθ) = sin((J+½)θ)/sin(θ/2).  (2)

Each rotation matrix R of the cube is a signed permutation matrix. Dropping the signs respects products, so the parity of the permutation is a one-dimensional representation Γ2. It equals −1 for the fourfold rotations and the diagonal twofold rotations, which exchange two axes, and +1 otherwise. The labels are defined as Γ6 = D^{1/2}, Γ8 = D^{3/2}, Γ7 = Γ2 ⊗ Γ6. Equation (2) gives

θ/π      0   1/2  2/3  1   1   4/3  3/2   2
size     1   6    8    6   12  8    6     1
Γ2       1   −1   1    1   −1  1    −1    1
Γ6       2   √2   1    0   0   −1   −√2   −2
Γ7       2   −√2  1    0   0   −1   √2    −2
Γ8       4   0    −1   0   0   1    0     −4
J=15/2   16  0    −1   0   0   1    0     −16

For the last row, sin 8θ vanishes at θ = π/2, π, 3π/2; at 2π/3 it is sin(4π/3) = −sin(π/3), and at 4π/3 it is sin(2π/3).

With the product (χ,χ′) = (1/48)Σ_g χ*(g)χ′(g), one finds (Γ6,Γ6) = (Γ7,Γ7) = (4+12+8+8+12+4)/48 = 1 and (Γ8,Γ8) = (16+8+8+16)/48 = 1, so all three are irreducible. Also (Γ6,Γ7) = (4−12+8+8−12+4)/48 = 0 and (Γ6,Γ8) = (Γ7,Γ8) = (8−8−8+8)/48 = 0, so they are inequivalent. The list is complete. The element −1 commutes with all of G, so by Schur's lemma it is ±1 in every irreducible representation. Those with +1 are the representations of the 24 rotations and use up 24 of Σd² = 48, and the other 24 is 4+4+16. The multiplicities in the multiplet are (32−8−8+32)/48 = 1 for Γ6 and for Γ7, and (64+8+8+64)/48 = 3 for Γ8:

D^{15/2} = Γ6 + Γ7 + 3Γ8.  (3)

**2. The cubic Hamiltonian**

The crystal potential acting on one electron is expanded in spherical harmonics Y_kq. Between two l = 3 orbitals the angular integral vanishes unless k ≤ 6 (triangle rule) and k is even (parity). The average of a representation over the group is a projector on its invariant vectors, so its trace counts them. For integer k,

n_k = [χ^k(0) + 6χ^k(π/2) + 8χ^k(2π/3) + 9χ^k(π)]/24.

With χ^k = 1 + 2Σ_{m=1..k} cos mθ this is (5−6−8+9)/24 = 0 for k = 2, (9+6+0+9)/24 = 1 for k = 4 and (13−6+8+9)/24 = 1 for k = 6. The term k = 0 shifts all levels equally and is dropped. Two invariants remain.

Invariance under the fourfold rotation about z allows q = 0, ±4, and the twofold rotation about x (y → −y, z → −z) removes Im(x+iy)⁴. The remaining harmonic polynomials are

p40 = 35z⁴ − 30z²r² + 3r⁴,  p44 = Re(x+iy)⁴,
p60 = 231z⁶ − 315z⁴r² + 105z²r⁴ − 5r⁶,  p64 = (11z² − r²) p44.

Here p40 = 8r⁴P₄ and p60 = 16r⁶P₆ with Legendre polynomials of z/r, and p64 is harmonic because ∇²(z²p44) = 2p44 and ∇²(r²p44) = (6+16)p44. The invariant cannot be p44 or p64 alone, since these vanish on the z axis and not on the x axis, so it has the form p_k0 + c·p_k4. It takes equal values at the unit points of the z and x axes. For k = 4 this reads 8 = 3 + c, so c = 5. For k = 6 it reads 16 = −5 − c, so c = −21. The group average of p_k0 is the mean of its three versions about x, y and z, and it is a multiple of the invariant. At the unit point of z the mean is (8+3+3)/3 = 14/3 against 8, and (16−5−5)/3 = 2 against 16:

⟨p40⟩_G = (7/12)(p40 + 5p44),  ⟨p60⟩_G = (1/8)(p60 − 21p64).  (4)

By the Wigner–Eckart theorem, any rank-k tensor acting inside one multiplet is proportional to a rank-k tensor built from J. Such a tensor is obtained by replacing x, y, z by Jx, Jy, Jz and averaging each monomial over all orderings. This map sends (n·r)^k to (n·J)^k, these powers span the homogeneous polynomials, and D(n·J)D† = (Rn)·J, so the map commutes with rotations. It carries c = 5, c = −21 and the relations (4) over to the operators O_k^q, the Stevens operators.

Their explicit form follows from the rank. A rank-k tensor obeys Σ_i[J_i,[J_i,O]] = k(k+1)O, and the left side equals 2XO − 2Σ_i J_iOJ_i. For diagonal O = f(Jz), writing Σ_i J_iOJ_i = JzOJz + ½(J₊OJ₋ + J₋OJ₊) and taking the diagonal element gives

k(k+1) f(M) = −(X−M²)[f(M+1) + f(M−1) − 2f(M)] + M[f(M+1) − f(M−1)] ≡ Lf.

On monomials, by the binomial theorem, L1 = 0 and

LM² = 6M² − 2X,
LM⁴ = 20M⁴ + (10−12X)M² − 2X,
LM⁶ = 42M⁶ + (70−30X)M⁴ + (14−30X)M² − 2X.

The leading coefficient is fixed by the polynomial. Reordering factors of J lowers the degree, so the top-degree terms of O_k^0, written in Jz and X, are those of p_k0 with r² → X. For f = 35M⁴ + c₂M² + c₀ and eigenvalue 20, the M² terms give 14c₂ = 35(10−12X), so c₂ = 25 − 30X, and the constant terms give 20c₀ = −2X(35 + c₂). For f = 231M⁶ + c₄M⁴ + c₂M² + c₀ and eigenvalue 42, 22c₄ = 231(70−30X), then 36c₂ = 231(14−30X) + (10−12X)c₄ = 10584 − 18900X + 3780X², then 42c₀ = −2X(231 + c₄ + c₂). The results are

O4^0 = 35Jz⁴ − (30X−25)Jz² + 3X² − 6X,
O6^0 = 231Jz⁶ − (315X−735)Jz⁴ + (105X²−525X+294)Jz² − 5X³ + 40X² − 60X.

The power (x+iy)^k maps to J₊^k, so O4^4 = ½(J₊⁴ + J₋⁴). The q = 4 component of rank 6 is J₊⁶ lowered twice. From [J₋,J₊] = −2Jz and JzJ₊ = J₊(Jz+1),

[J₋, J₊ⁿ] = −J₊ⁿ⁻¹(2nJz + n(n−1)),

so one lowering gives a multiple of J₊⁵(2Jz+5). With [J₋,Jz] = J₋ and J₊J₋ = X − Jz² + Jz the second gives

−J₊⁴(10Jz+20)(2Jz+5) + 2J₊⁴(X − Jz² + Jz) = −2J₊⁴(11Jz² + 44Jz + 50 − X).

Matching the top-degree part to p64 fixes the factor:

O6^4 = ½[J₊⁴ g(Jz) + g(Jz) J₋⁴],  g(M) = 11M² + 44M + 50 − X.  (5)

Since g(M) = ½[f(M) + f(M+4)] with f(M) = 11M² − X − 38, this equals ¼ of the anticommutator of f(Jz) with J₊⁴ + J₋⁴. The Hamiltonian is

H = B4·O4 + B6·O6,  O4 = O4^0 + 5O4^4,  O6 = O6^0 − 21O6^4,  (6)

where B4 and B6 absorb radial integrals and reduced matrix elements. The restriction to two parameters comes from the f shell and not from the cubic group. The operators that commute with all D(g) number 1² + 1² + 3² = 11 by (3), which equals the sum of n_k over k = 0, …, 15. Three of them, with odd k = 9, 13, 15, change sign under time reversal and cannot occur without a magnetic field, so symmetry alone allows eight, the constant included.

Even-k potentials are unchanged by inversion, so sites of symmetry O_h and T_d give the same H. The labels here are those of O. In T_d the elements with Γ2 = −1 are replaced by their products with the inversion. For an odd-parity configuration this multiplies all characters by Γ2 and exchanges the names Γ6 and Γ7, if Γ6 of T_d is taken as the even-parity spin ½.

**3. The parameters W and x**

The scale of H does not affect the order of levels, so one ratio and one sign describe all cases. Let F4 and F6 be the greatest common divisors of the diagonal elements of O4^0 and O6^0. For J = 15/2 they are F4 = 60 and F6 = 13860, and the reduced diagonals, even in M, are

|M|        15/2  13/2  11/2  9/2   7/2   5/2  3/2  1/2
O4^0/F4    273   −91   −221  −201  −101  23   129  189
O6^0/F6    65    −117  −39   59    87    45   −25  −75

The choice of F_k is a convention that makes both terms of comparable size. Define

B4F4 = W x,  B6F6 = W(1−|x|),  −1 ≤ x ≤ 1,

H/W = a·O4/F4 + b·O6/F6,  a = x,  b = 1−|x|.  (7)

Because 1−|x| ≥ 0, W has the sign of B6, and adding absolute values gives |B4F4| + |B6F6| = |W|. Hence, for B6 ≠ 0,

W = sgn(B6)(|B4F4| + |B6F6|),  x = B4F4/W.  (8)

At B6 = 0 the pairs (W, 1) and (−W, −1) describe the same H, so the spectra at x = 1 and x = −1 are negatives of each other. The diagram is the plot of E/W against x. For W > 0 the ground level is the lowest curve, for W < 0 the highest.

**4. Projectors and the algorithm**

Define

P_Γ = (d_Γ/48) Σ_g χ_Γ*(g) D(g).  (9)

The characters are constant on classes, so P_Γ commutes with every D(h). On an irreducible subspace of type Γ′ it is then a number λ by Schur's lemma, and the trace gives λd_Γ′ = d_Γ(χ_Γ,χ_Γ′), so λ = 1 for Γ′ = Γ and 0 otherwise. The P_Γ are thus orthogonal projectors with sum 1 and traces 2, 2, 12, and they commute with H because every D(g) does.

The preparation is done once. The group is generated by multiplying the matrices u for (z, π/2) and ((1,1,1)/√3, 2π/3) onto a list until no new matrix appears. From cos(θ/2) = ½ tr u and sin(θ/2) n_k = (i/2) tr(uσ_k) one reads θ and n, builds D from (1), and forms (9). Then, for each x:

1. Build H/W from (7) and diagonalize it.
2. Collect eigenvalues within a tolerance τ of the first one into a cluster, with orthonormal eigenvectors as the columns of V.
3. Compute n_Γ = tr(V†P_ΓV)/d_Γ and require that it be an integer.

An eigenspace of H is invariant under G and so is a sum of irreducible subspaces, and n_Γ is the number of those of type Γ. The trace does not change under V → VU with unitary U, so it does not depend on the basis that the eigensolver returns. A single eigenvector has no such property when two levels of different type coincide, since any mixture of them is then an eigenvector; section 6 gives an exact case.

An equivalent route takes an orthonormal basis Q_Γ of the range of P_Γ and diagonalizes Q_Γ†HQ_Γ, of sizes 2, 2 and 12, keeping every d_Γ-th sorted eigenvalue. It needs no tolerance τ.

**5. Exact blocks and the reference solution**

H changes M only by 0 or ±4, so it splits into four tridiagonal 4×4 blocks. Time reversal Θ = exp(−iπJy)K, with K complex conjugation, reverses J, leaves the even-degree operators O4 and O6 unchanged, and maps |M⟩ to ±|−M⟩. The blocks therefore come in two pairs with equal spectra, represented by

A: M = 15/2, 7/2, −1/2, −9/2,  B: M = 13/2, 5/2, −3/2, −11/2.

A block is an eigenspace of the fourfold rotation, with eigenvalue exp(−iπM/2) depending on M modulo 4. Γ6 supplies M = ±1/2, and Γ8 supplies ±1/2 and ±3/2, one state to each block. Γ7 has the eigenvalues of Γ6 times −1, which shifts M by 2 and gives 5/2 ≡ −3/2 and 3/2. So A holds one Γ6 state and three Γ8 states, B holds one Γ7 state and three Γ8 states, and every Γ8 energy occurs in both.

With r_M = ⟨M+4|J₊⁴|M⟩, whose square is the product of (J−m)(J+m+1) over m = M, …, M+3, the coupling of M to M+4 is, from (5)–(7), h_M = r_M[5a/120 − 21b·g(M)/27720] = (r_M/24)[a − b·g(M)/55]. For X = 255/4, g(M) = 11[(M+2)² − 21/4], so

h_M = (r_M/24)(a − t_M b),  t_M = [(M+2)² − 21/4]/5.  (10)

For M = 7/2, r² = 48·39·28·15 = 24²·1365 and t = 5. The other five follow in the same way:

A: √1365(a−5b), 2√231(5a+3b), 3√77(5a−b),
B: √5005(a−3b), 42√15(a+b), √429(5a−7b).

P_Γ6 has rank one inside A and commutes with H, so its unit vector v is an eigenvector for all a and b, with an energy linear in them, E6/W = αa + βb. The first amplitude is not zero: if v₁ = 0, the first row would give h₁v₂ = 0 for all a, b, hence v₂ = 0, and so on down the block. The same argument from below gives v₄ ≠ 0. Where h₁ = 0 the first row says that E6/W equals the first diagonal element d₁, and where h₃ = 0 the last row says that it equals d₄. At (a,b) = (5,1) and (1,5),

5α + β = 5·273 + 65 = 1430,  α + 5β = −201 + 5·59 = 94,

so 24α = 7150 − 94 and α = 294, β = −40. In B, at (3,1) and (7,5),

3α + β = −273 − 117 = −390,  7α + 5β = −1547 − 195 = −1742,

so 8α = −1950 + 1742 and α = −26, β = −312. Thus

E6/W = 294a − 40b,  E7/W = −26a − 312b.  (11)

The amplitudes follow from the rows at a = 1, b = 0 with v₁ = 1. In A, v₂ = 21/√1365, v₃ = (395v₂ − √1365)/(10√231) = 693/√(1365·231), and from the last row v₄ = 15√77 v₃/495. The squares are 21/65, 99/65, 7/65. In B, v₂ = 65/√5005, v₃ = (−49v₂ − √5005)/(42√15) = −195/√(5005·15), and v₄ = 5√429 v₃/195, with squares 65/77, 39/77, 11/77. After normalization,

Γ6: weights (65, 21, 99, 7)/192, signs (+,+,+,+),
Γ7: weights (77, 65, 39, 11)/192, signs (+,+,−,−).  (12)

Relation (4) gives a second road to (11). The trace of ⟨O⟩_G over an invariant doublet equals the trace of O, and both partners have the same diagonal average by time reversal, so E/W = (12/7)a⟨O4^0⟩/F4 + 8b⟨O6^0⟩/F6. With (12) the averages are 171.5 and −5 for Γ6, and −15.1667 and −39 for Γ7, which reproduce (11).

The characteristic polynomials are (E−E6)P8 and (E−E7)P8, with E in units of W and one common cubic P8 = E³ + c₂E² + c₁E + c₀. The sum of its roots is s = tr A − E6 = (160a + 136b) − (294a − 40b), and c₂ = −s. The second symmetric function of the eigenvalues of A is Σ_{i<j}d_id_j − Σh² = c₁ + E6·s. Here Σd_id_j = −67626a² + 38836ab − 1202b², Σh² = 41790a² + 7140ab + 43134b², and E6·s = −39396a² + 57104ab − 7040b². Finally det A = −E6·c₀, with det A = d₁d₂d₃d₄ − h₁²d₃d₄ − h₂²d₁d₄ − h₃²d₁d₂ + h₁²h₃². At a = 0 this determinant is 113817600b⁴, which on division by 40b gives the last term below; the other terms come from the same expansion and polynomial division. The result is

c₂ = 134a − 176b,
c₁ = −70020a² − 25408ab − 37296b²,
c₀ = −9755928a³ + 2803008a²b − 9920352ab² + 2845440b³.  (13)

This part has set up the cubic Hamiltonian and the labelling algorithm, and has found the two doublet energies exactly and the cubic equation for the three quartets. What remains is the diagram with its crossings, the error analysis, the magnetic moments of the doublets and a worked example.
